# Two Kleinman-Bylander Averages for a Virtual Silicon-Germanium Atom

In the virtual-crystal approximation a site of an alloy $A_{1-x}B_x$ carries an averaged atom. With semilocal pseudopotentials the averaging is plain arithmetic on functions of $r$. With Kleinman-Bylander (KB) separable potentials there are two candidates: average the two separable operators, or average the semilocal potentials and then make the result separable. This problem compares them, first in general and then for silicon and germanium.

**Setting.** Gaussian units are used. The ionic pseudopotential of atom $i=A,B$ is
$$V_i=v_{{\rm loc},i}(r)+\sum_{l\mu}|Y_{l\mu}\rangle\,\delta v_{l,i}(r)\,\langle Y_{l\mu}|,\qquad \delta v_{l,i}=v_{l,i}-v_{{\rm loc},i},$$
where $\mu$ is the magnetic quantum number. All operators below are diagonal in $l$ and $\mu$, so I work in one channel, drop its labels, and use real radial functions $u(r)$ with $\langle f|g\rangle=\int_0^\infty f g\,dr$. The pseudo-orbital $\phi_i$ is normalized and obeys
$$\left[-\frac{\hbar^2}{2m}\frac{d^2}{dr^2}+\frac{\hbar^2l(l+1)}{2mr^2}+v_{{\rm loc},i}+\delta v_i+v_{{\rm Hxc},i}\right]\phi_i=\varepsilon_i\phi_i ,$$
where $v_{\rm Hxc}$ is the Hartree and exchange-correlation potential of the valence electrons. Define $\chi_i=\delta v_i\,\phi_i$ and assume $\langle\phi_i|\chi_i\rangle\neq0$.

## (a) What are the two candidates?

Find the rank-one Hermitian operator $K_i$ that acts on $\phi_i$ as $\delta v_i$ does. Then write down both averaged operators for $0<x<1$.

**Solution.** A real Hermitian operator of rank one has the form $K=c\,|g\rangle\langle g|$. The requirement $K\phi_i=\chi_i$ reads $c\,g\,\langle g|\phi_i\rangle=\chi_i$, so $g$ is parallel to $\chi_i$. Put $K=c'|\chi_i\rangle\langle\chi_i|$; then $c'\langle\chi_i|\phi_i\rangle=1$, and
$$K_i=\frac{|\chi_i\rangle\langle\chi_i|}{\langle\phi_i|\chi_i\rangle}.$$

The first candidate is the average of the KB operators,
$$W=(1-x)K_A+xK_B .$$

For the second, the local and semilocal parts are averaged first:
$$v_{{\rm loc},x}=(1-x)v_{{\rm loc},A}+x\,v_{{\rm loc},B},\qquad \delta v_x=(1-x)\delta v_A+x\,\delta v_B .$$
The virtual atom with this potential is solved self-consistently. It has its own orbital $\phi_x$, level $\varepsilon_x$ and screening, and its KB operator is
$$K_x=\frac{|\chi_x\rangle\langle\chi_x|}{\langle\phi_x|\chi_x\rangle},\qquad \chi_x=\delta v_x\,\phi_x ,$$
if the denominator is not zero. Both candidates accompany the same local potential $v_{{\rm loc},x}$, so comparing them means comparing $W$ with $K_x$.

$W$ is linear in $x$. $K_x$ in general is not: $x$ enters through $\delta v_x$, through $\phi_x$ and through the denominator. If the pure crystals are computed with $K_A$ and $K_B$, then $W$ is the literal average of their Hamiltonians' nonlocal parts. If the semilocal potentials define the atoms, $K_x$ is the separable form of the averaged atom. The choice depends on which model is being averaged.

## (b) What is the rank of $W$?

**Solution.** Acting on any $f$,
$$Wf=\frac{(1-x)\langle\chi_A|f\rangle}{\langle\phi_A|\chi_A\rangle}\,\chi_A+\frac{x\,\langle\chi_B|f\rangle}{\langle\phi_B|\chi_B\rangle}\,\chi_B .$$
The range therefore lies in the span of $\chi_A$ and $\chi_B$, and the rank is at most two.

Suppose $\chi_A$ and $\chi_B$ are linearly independent. Take $f=\alpha\chi_A+\beta\chi_B$. The pair $(\langle\chi_A|f\rangle,\langle\chi_B|f\rangle)$ is the Gram matrix of $\chi_A,\chi_B$ applied to $(\alpha,\beta)$. That matrix is invertible for independent functions, so the pair can take any value. Both prefactors are finite and nonzero, so every combination of $\chi_A$ and $\chi_B$ is reached. The rank is exactly two in each $(l,\mu)$, or $2(2l+1)$ for each projected $l$.

Since $K_x$ has rank one, $W\neq K_x$.

The independence condition matters. If $\chi_B=c\,\chi_A$, then
$$W=\left[\frac{1-x}{\langle\phi_A|\chi_A\rangle}+\frac{x\,c^2}{\langle\phi_B|\chi_B\rangle}\right]|\chi_A\rangle\langle\chi_A| ,$$
which has rank one, or zero if the bracket cancels. When the bracket is nonzero, rank no longer separates $W$ from $K_x$; for identical atoms they coincide.

## (c) What are the nonzero eigenvalues of $W$?

Use the KB energies $E_i=\langle\chi_i|\chi_i\rangle/\langle\phi_i|\chi_i\rangle$ and the angle $\theta$ between $\chi_A$ and $\chi_B$.

**Solution.** Let $e_i=\chi_i/\sqrt{\langle\chi_i|\chi_i\rangle}$, so that $K_i=E_i|e_i\rangle\langle e_i|$ and
$$W=a|e_A\rangle\langle e_A|+b|e_B\rangle\langle e_B|,\qquad a=(1-x)E_A,\quad b=xE_B .$$
An eigenvector with $\lambda\ne0$ lies in the range, so it has the form $\alpha e_A+\beta e_B$. With $\langle e_A|e_B\rangle=\cos\theta$, comparing coefficients gives
$$a(\alpha+\beta\cos\theta)=\lambda\alpha,\qquad b(\alpha\cos\theta+\beta)=\lambda\beta .$$
A nonzero solution requires $(a-\lambda)(b-\lambda)-ab\cos^2\theta=0$, that is
$$\lambda^2-(a+b)\lambda+ab\sin^2\theta=0 .$$
Since $\left(\frac{a+b}{2}\right)^2-ab\sin^2\theta=\left(\frac{a-b}{2}\right)^2+ab\cos^2\theta$,
$$\lambda_\pm=\frac{a+b}{2}\pm\sqrt{\left(\frac{a-b}{2}\right)^2+ab\cos^2\theta}\, .$$

For $a,b>0$ and small $\theta$, the sum and product of the roots give $\lambda_+\approx a+b$ and $\lambda_-\approx ab\sin^2\theta/(a+b)$. Similar atoms thus produce one strong eigenvalue and one weak one, and the weak one vanishes as the square of the angle.

## (d) Could a better reference orbital remove the difference?

Show that no rank-one operator $R$ reproduces $W$, and bound the distance in operator norm.

**Solution.** Let $S$ be the two-dimensional range of $W$. A rank-one operator imposes one linear condition on the vectors it annihilates, so $S$ contains a unit vector $g$ with $Rg=0$. Expand $g$ in the two orthonormal eigenvectors of $W$, with coefficients $g_\pm$:
$$\|(W-R)g\|^2=\|Wg\|^2=\lambda_+^2g_+^2+\lambda_-^2g_-^2\ge\min(\lambda_+^2,\lambda_-^2).$$
Hence $\|W-R\|\ge\min|\lambda_\pm|$. Equality holds when $R$ keeps only the stronger eigencomponent of $W$. The bound covers $K_x$ whatever reference configuration is used to generate it, but $K_x$ may lie much farther away.

## (e) How far does $W$ move the virtual atom's level?

Keep the screening of the virtual semilocal atom fixed. Find the shift caused by replacing $\delta v_x$ with $W$, and show that its first-order part involves only orbital differences.

**Solution.** Let $H$ be the screened semilocal Hamiltonian, $H\phi_x=\varepsilon_x\phi_x$, and let $H'=H+W-\delta v_x$ with $H'f=\varepsilon'f$. Take $\langle f|H'|\phi_x\rangle$ in two ways. Acting to the left it is $\varepsilon'\langle f|\phi_x\rangle$; acting to the right it is $\varepsilon_x\langle f|\phi_x\rangle+\langle f|W-\delta v_x|\phi_x\rangle$. Therefore, if the overlap is not zero,
$$\varepsilon'-\varepsilon_x=\frac{\langle f|W-\delta v_x|\phi_x\rangle}{\langle f|\phi_x\rangle}.$$
With $K_x$ in place of $W$ the numerator vanishes, because $K_x\phi_x=\delta v_x\phi_x$. The KB form of the averaged potential keeps this level.

For the first-order part, replace $f$ by $\phi_x$. Define the separability errors $\Delta_i=K_i-\delta v_i$, which satisfy $\Delta_i\phi_i=0$, and the weights $w_A=1-x$, $w_B=x$. Then $W-\delta v_x=\sum_iw_i\Delta_i$. Write $\phi_x=\phi_i+d_i$ separately in each term. Because $\Delta_i$ is Hermitian and annihilates $\phi_i$, the cross terms vanish as well:
$$\langle\phi_x|W-\delta v_x|\phi_x\rangle=\sum_iw_i\langle d_i|\Delta_i|d_i\rangle .$$
Each KB operator is faithful on its own atom's orbital. The virtual atom has a different orbital, and the error is quadratic in that difference.

## (f) What happens when the two atoms are similar?

Let the potentials of $A$ and $B$ differ by a small amount of order $\eta$. Find the leading shift.

**Solution.** Assume that the self-consistent orbital varies smoothly with the potential and that the level of $H'$ stays isolated. Let $D=\phi_B-\phi_A=O(\eta)$. To leading order $\phi_x$ interpolates linearly, so
$$d_A=xD+O(\eta^2),\qquad d_B=-(1-x)D+O(\eta^2),\qquad \Delta_B=\Delta_A+O(\eta).$$
The first-order part becomes
$$\left[(1-x)x^2+x(1-x)^2\right]\langle D|\Delta_A|D\rangle=x(1-x)\langle D|\Delta_A|D\rangle$$
with corrections $O(\eta^3)$.

The rest of the shift needs care, because $W-\delta v_x$ is not a small operator: it tends to $\Delta_A$ as $\eta\to0$. What is small is its action on $\phi_x$:
$$(W-\delta v_x)\phi_x=\sum_iw_i\Delta_id_i=x(1-x)(\Delta_A-\Delta_B)D+O(\eta^2)=O(\eta^2).$$
So $\phi_x$ satisfies the eigenvalue equation of $H'$ up to a residual $O(\eta^2)$. For an isolated level this implies $f=\phi_x+O(\eta^2)$. Replacing $\phi_x$ by $f$ in the numerator of the exact shift then changes it by $O(\eta^4)$. Hence
$$\varepsilon'-\varepsilon_x=x(1-x)\,\langle D|\Delta_A|D\rangle+O(\eta^3).$$
The error is zero for both pure atoms and, at this order, largest at $x=1/2$.

## (g) Does the error have a definite sign?

**Solution.** It does under a condition. If $\delta v_i(r)\ge0$ everywhere, the Cauchy-Schwarz inequality with weight $\delta v_i$ gives
$$\langle\phi_i|\delta v_i|g\rangle^2\le\langle\phi_i|\delta v_i|\phi_i\rangle\,\langle g|\delta v_i|g\rangle$$
for any $g$. Dividing by $\langle\phi_i|\delta v_i|\phi_i\rangle>0$ yields
$$\langle g|\Delta_i|g\rangle=\frac{\langle\chi_i|g\rangle^2}{\langle\phi_i|\chi_i\rangle}-\langle g|\delta v_i|g\rangle\le0 .$$
If this holds for both atoms, $W-\delta v_x$ has no positive expectation value. By the minimax principle it cannot raise any bound level, counted from the bottom of the channel. For $\delta v_i\le0$ the signs reverse. If $\delta v_i$ changes sign, the argument gives no conclusion.

## (h) How large are these effects for silicon and germanium?

**Model.** Both atoms are treated as nonrelativistic, spherical and spin-unpolarized, in the local density approximation (Slater exchange, Perdew-Wang correlation). Troullier-Martins $s$ and $p$ potentials are built with cutoff radius 2.00 bohr. The ionic potentials follow by subtracting the valence $v_{\rm Hxc}$. Both atoms use
$$v_{\rm loc}(r)=-\frac{4e^2}{r}\,{\rm erf}\!\left(\frac{r}{\sqrt2\,\sigma}\right),\qquad\sigma=0.60\ \text{bohr},$$
and have $s$ and $p$ projectors. Relativity, nonlinear core correction, $d$ projectors and the crystal are left out. The numbers measure the operator difference in an atom; they are not alloy band energies, and they depend on the chosen local potential and cutoff.

**Solution: rank and eigenvalues.** At $x=1/2$ the $s$ channel has $E_{\rm Si}=65.886$ eV and $E_{\rm Ge}=84.692$ eV, so $a=32.943$ eV and $b=42.346$ eV (the KB energies move by 0.001 eV on changing the radial grid). The angle is $\theta=4.567^\circ$, with $\sin^2\theta=0.00634$. Since $\lambda_+=75.17$ eV,
$$\lambda_-=\frac{ab\sin^2\theta}{\lambda_+}=\frac{32.943\times42.346\times0.00634}{75.17}\ \text{eV}=0.118\ \text{eV}.$$
The results for both channels are:

| Quantity at $x=1/2$ | $s$ | $p$ |
|---|---|---|
| Angle $\theta$ (degrees) | 4.57 | 6.76 |
| $\lambda_+$ of $W$ (eV) | 75.17 | 33.89 |
| $\lambda_-$ of $W$ (eV) | 0.118 | 0.109 |
| Eigenvalue of $K_x$ (eV) | 74.18 | 33.17 |
| $\Vert W-K_x\Vert$ (eV) | 1.12 | 0.89 |

The second eigenvalue is small but present. The distance to $K_x$ is $1.12/0.118\approx9.5$ times the bound of part (d) for $s$, and $0.89/0.109\approx8.2$ times for $p$. Most of the difference is therefore not forced by rank: the best rank-one approximation to $W$ would be much closer to it than $K_x$ is. In the Frobenius norm, the difference relative to $K_x$ is 1.5 percent for $s$ and 2.7 percent for $p$.

**Level shifts at fixed screening.** These are measured from the levels of the semilocal virtual atom, $-11.231$ eV for $s$ and $-4.117$ eV for $p$ at $x=1/2$.

| Ge fraction $x$ | $s$ shift (meV) | $p$ shift (meV) |
|---|---|---|
| 0.25 | $-0.94$ | $-0.73$ |
| 0.50 | $-1.52$ | $-1.30$ |
| 0.75 | $-1.32$ | $-1.17$ |

The first-order expression of part (e) gives $-1.48$ meV for $s$ and $-1.27$ meV for $p$ at $x=1/2$, or 97 and 98 percent of the full shifts. The leading law of part (f) would make the entries at 0.25 and 0.75 equal. They are not, so higher orders in the atomic difference are visible for the full step from Si to Ge.

The law itself was tested by replacing Ge with a partner only part of the way from Si to Ge. Between one eighth and one sixteenth of the way, the shift at $x=1/2$ scales with a power between 1.9 and 2.0 in both channels, against the predicted 2. At one sixteenth, the ratio of the shifts at $x=1/4$ and $x=1/2$ is 0.75 in both channels, as $\frac{3}{16}/\frac14$ requires. The shift agrees with the law's value, coefficient included, to within 3 percent in both channels. At one sixteenth the shifts at $x=1/2$ are only about $-9\ \mu$eV for $s$ and $-10\ \mu$eV for $p$.

All shifts are negative, as in the case $\delta v_i\ge0$. That condition is not met here, however. For example, $\delta v$ for the Ge $s$ channel runs from $-6.0$ to $140.7$ eV. The sign is thus a computed result in this model, not a consequence of part (g). It changes with the local potential: with $\sigma=0.80$ bohr the shifts at $x=1/2$ are $+1.1$ meV for $s$ and $+4.0$ meV for $p$. If the local potential is chosen so that $\delta v_i\le0$ for both atoms, part (g) excludes negative shifts, but only at fixed screening. With the upper envelope of the four ionic potentials as local part, the shifts are $+0.3$ and $+1.7$ meV at fixed screening and $-2.3$ and $-0.2$ meV once the density responds.

**Self-consistent shifts.** When the valence density is allowed to respond to $W$, the shifts at $x=1/2$ become $-4.7$ meV for $s$ and $-3.1$ meV for $p$. The response of the screening enlarges the error here instead of reducing it; the calculation does not isolate the reason.

A useful comparison is the departure of the levels from linear interpolation. For $s$, the mean of the Si and Ge levels is
$$\tfrac12(-10.8333-11.6053)\ \text{eV}=-11.2193\ \text{eV},$$
and the virtual atom lies at $-11.2308$ eV, which is 11.5 to 11.6 meV lower (the last digit depends on the radial grid and on whether all-electron or pseudo-atom levels enter the mean). Using $W$ adds another $-4.7$ meV, about 40 percent of that departure. For $p$, the mean is $-4.1254$ eV and the virtual atom lies at $-4.1168$ eV, 8.6 meV higher; $W$ removes 3.1 meV of this. For this local potential, an error that is tiny beside the levels themselves is thus appreciable in their nonlinear dependence on composition. The fraction depends strongly on the construction. For $s$ it is about 0.1 when each atom's $p$ potential is taken as local and the cutoff is 2.4 bohr, and about 1 with $\sigma=0.80$ bohr at cutoff 2.00 bohr. With $\sigma=1.0$ bohr the $s$ denominators $\langle\phi_i|\chi_i\rangle$ are small and of opposite sign (0.46 and $-0.53$ eV), and the $s$ shift at fixed screening reaches about $-0.26$ eV.

**Another configuration.** $K_x$ is tied to its $s^2p^2$ reference state, so a fair comparison also needs a state for which neither form was made. In the $s^1p^3$ configuration, the self-consistent errors relative to the semilocal virtual atom in that same configuration are:

| Separable form | $s$ error (meV) | $p$ error (meV) |
|---|---|---|
| $K_x$ | $-0.9$ | $-0.7$ |
| $W$ | $-6.0$ | $-4.1$ |

$K_x$ is no longer exact, but it remains closer to the semilocal result. On going from $s^2p^2$ to $s^1p^3$, the errors of $W$ change by $-1.3$ meV for $s$ and $-1.0$ meV for $p$, about 1.4 and 1.5 times the changes for $K_x$. Most of the error of $W$ is already present in the reference configuration. In this model the second projector does not make $W$ a better representation of the averaged semilocal atom in either configuration examined.

The numerical check computes these quantities from the radial equations and compares the operator spectra and level shifts with the formulas above.

## Table of computed values

```
cutoff radius 2.00 bohr, local width 0.60 bohr
Si all-electron s, p levels: -10.8333, -4.1718 eV
Si largest pseudo-level error: 0.0204 meV
Ge all-electron s, p levels: -11.6053, -4.0790 eV
Ge largest pseudo-level error: 0.0242 meV
virtual atom x=0.5 s, p levels: -11.2308, -4.1168 eV
s Si: <phi|dv|phi> 6.1183 eV, KB energy 65.8864 eV
s Si: dv from -2.9397 to 127.6254 eV
s Ge: <phi|dv|phi> 5.0119 eV, KB energy 84.6920 eV
s Ge: dv from -6.0329 to 140.7158 eV
s angle between projectors: 4.567 degrees
s x=0.5 eigenvalues of KB average: 75.1715, 0.11768 eV
s x=0.5 eigenvalue of KB of average: 74.1815 eV
s singular values of difference: 1.12296, 0.01831, 0.003020 eV
s relative Frobenius difference: 1.514 percent
s x=0.25 level shift: -0.9382 meV, first order -0.9127 meV
s x=0.50 level shift: -1.5233 meV, first order -1.4818 meV
s x=0.75 level shift: -1.3206 meV, first order -1.2991 meV
s small-difference power: 1.9696, shift ratio x=0.25 to 0.5: 0.7458
s small-difference shift over law: 0.9890
p Si: <phi|dv|phi> 1.8773 eV, KB energy 24.4842 eV
p Si: dv from -0.1324 to 71.2333 eV
p Ge: <phi|dv|phi> 1.5520 eV, KB energy 43.5094 eV
p Ge: dv from -1.7529 to 99.4873 eV
p angle between projectors: 6.763 degrees
p x=0.5 eigenvalues of KB average: 33.8878, 0.10898 eV
p x=0.5 eigenvalue of KB of average: 33.1663 eV
p singular values of difference: 0.89292, 0.08457, 0.022088 eV
p relative Frobenius difference: 2.705 percent
p x=0.25 level shift: -0.7303 meV, first order -0.7125 meV
p x=0.50 level shift: -1.3015 meV, first order -1.2741 meV
p x=0.75 level shift: -1.1700 meV, first order -1.1566 meV
p small-difference power: 1.9490, shift ratio x=0.25 to 0.5: 0.7481
p small-difference shift over law: 0.9952
self-consistent s, p shifts of KB average: -4.6555, -3.0978 meV
s1p3 semilocal s, p levels: -12.0486, -4.7282 eV
s1p3 s, p errors of KB of average: -0.9342, -0.6551 meV
s1p3 s, p errors of KB average: -5.9552, -4.0648 meV
```
